\section*{Absorption-edge exponents for a core hole screened by s waves}

\section*{Question}

An x-ray photon lifts an electron out of a deep core level of a metal. The hole left behind has charge $+1$, does not move, has no internal structure and lives for ever. It appears suddenly and scatters the conduction electrons equally for both spins. The temperature is zero, $\hbar=1$, and $\omega>0$ is the photon energy above threshold. The photoelectron enters partial wave $l$, and the dipole matrix element is smooth and nonzero at the Fermi energy $E_F$. The absorption near threshold is written $A_l(\omega)\propto\omega^{-\alpha_l}$.

\begin{enumerate}
\item[(a)] Relate the phase shifts $\delta_l$ at $E_F$ to the screening charge. Find them when s waves alone do the screening.
\item[(b)] For one spin and one orbital channel, find how the response decays in imaginary time when the hole appears, first without and then with an electron added to that channel.
\item[(c)] Obtain the general exponent $\alpha_l$, then $\alpha_0$ and $\alpha_1$ for pure s-wave screening. Interpret their signs.
\item[(d)] Let $M$ equivalent spin species share the s-wave screening instead of two. Discuss $M=1$ and $M\to\infty$.
\item[(e)] Compare the laws with a many-electron calculation in which the scattering is strong.
\item[(f)] Evaluate the edges for a sodium-like metal and estimate what the model neglects.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Phase shifts and screening charge}

Enclose the metal in a sphere of large radius $R$. Far from the hole the radial wave is $\sin(kr-l\pi/2+\delta_l)$, and it vanishes at the wall:
\begin{equation}
kR-\tfrac{l\pi}{2}+\delta_l=m\pi ,\qquad m\ \text{integer}.
\end{equation}
Turn the potential on gradually, with $E_F$ fixed, and follow $\delta_l$ continuously from zero. The levels move downwards as $\delta_l$ grows, and one crosses $E_F$ each time $\delta_l(E_F)$ grows by $\pi$. Averaged over the position of $E_F$ between two levels, the number of states below $E_F$ thus rises by $\delta_l/\pi$. A level that has become a bound state is still among those counted, so the rule includes bound electrons.

There are $2l+1$ orbital channels for each $l$, and two spins. A metal screens the unit charge completely, so
\begin{equation}
1=\frac{2}{\pi}\sum_l(2l+1)\,\delta_l .
\end{equation}
This is the Friedel sum rule. If $\delta_l=0$ for $l\ge1$, it gives $1=2\delta_0/\pi$, hence $\delta_0=\pi/2$. Each spin supplies half an electron.

\subsection*{(b) Response of one channel}

\paragraph{Model near the Fermi level.}
Let $\Delta$ be the level spacing of the channel, and label the levels by integers $k$ with energies $k\Delta$. In the initial ground state $|0\rangle$ those with $k\le0$ are filled. Write $a=\delta/\pi$. For electron velocity $v$ at $E_F$, the wall condition gives $\Delta=\pi v/R$ and a level shift $-v\delta/R=-a\Delta$ due to the hole. In the model the levels extend without limit on both sides of $E_F$. The hole potential has matrix elements $-a\Delta$ for energy transfers $q\Delta$ up to a finite cutoff, and it reproduces this shift, as shown below. The cutoff matters: if all levels of a wide band were coupled equally, the shift at the band centre would be $-(\Delta/\pi)\arctan(\pi a)$ instead. For transfers below the cutoff,
\begin{equation}
H_f=H_0-a\Delta\sum_{k,k'}c_k^\dagger c_{k'}
=H_0-a\Delta N-a\Delta\sum_{q>0}(\rho_q+\rho_q^\dagger),
\quad \rho_q=\sum_k c_k^\dagger c_{k+q}.
\end{equation}
Here $H_0|0\rangle=0$, and $N$ counts electrons relative to $|0\rangle$.

Since $\rho_q$ lowers the energy by $q\Delta$, we have $\rho_q|0\rangle=0$ and $[H_0,\rho_q^\dagger]=q\Delta\rho_q^\dagger$. Moreover
\begin{equation}
[\rho_q,\rho_q^\dagger]=\sum_k(n_k-n_{k+q})=q ,
\end{equation}
because the sum telescopes and leaves $q$ levels deep in the filled sea. For $q\neq q'$ the same relabelling leaves transfers between filled deep levels, which vanish, so $[\rho_q,\rho_{q'}^\dagger]=q\,\delta_{qq'}$.

\paragraph{Removing the potential.}
Define the anti-Hermitian operator $S=a\sum_q(\rho_q^\dagger-\rho_q)/q$. Then $[H_0,S]=a\Delta\sum_q(\rho_q^\dagger+\rho_q)$, and $[[H_0,S],S]$ is a number. The expansion of $e^SH_0e^{-S}$ therefore stops at second order:
\begin{equation}
e^{S}H_0e^{-S}=H_0-[H_0,S]+\tfrac12[[H_0,S],S]
\ \Rightarrow\
H_f=e^SH_0e^{-S}-a\Delta N+\text{const}.
\end{equation}
The spectrum is that of $H_0$ with every level moved by $-a\Delta$, as required. The last two terms give factors $e^{-\text{const}\,\tau}$, which belong to the threshold energy and are dropped.

\paragraph{No added electron.}
Normal ordering, by $e^{X+Y}=e^Xe^Ye^{-[X,Y]/2}$, gives
\begin{equation}
e^{-S}|0\rangle=Z\,e^{-a\sum_q\rho_q^\dagger/q}|0\rangle,\qquad
Z=e^{-\frac{a^2}{2}\sum_q1/q}.
\end{equation}
Evolution with $H_0$ replaces $\rho_q^\dagger$ by $y^q\rho_q^\dagger$, where $y=e^{-\Delta\tau}$. With
\begin{equation}
X=-a\sum_q\frac{\rho_q}{q},\qquad Y=-a\sum_q\frac{y^q\rho_q^\dagger}{q},\qquad
[X,Y]=a^2\sum_q\frac{y^q}{q},
\end{equation}
the response is
\begin{equation}
G(\tau)=\langle0|e^{-H_f\tau}|0\rangle=Z^2\langle0|e^Xe^Y|0\rangle
=Z^2e^{[X,Y]}=e^{-a^2\Lambda},\qquad
\Lambda=\sum_q\frac{1-y^q}{q}.
\end{equation}
The real band has finite width, so the sum is cut off by a factor $e^{-q\Delta/\xi}$, with $\xi$ of the order of the band energy. From $\sum_q z^q/q=-\ln(1-z)$,
\begin{equation}
\Lambda=\ln\frac{1-e^{-\Delta/\xi-\Delta\tau}}{1-e^{-\Delta/\xi}}
\;\xrightarrow{\ \Delta\to0\ }\;\ln(1+\xi\tau).
\end{equation}
For $\xi\tau\gg1$ this gives $G\propto\tau^{-a^2}$. The sudden hole excites many electron--hole pairs of low energy, and $G$, the overlap of the initial state with its evolved form, falls as a power of time. This is the orthogonality effect.

\paragraph{One added electron.}
The photoelectron is created by $\psi^\dagger=\sum_kc_k^\dagger$. Let $\psi_\tau^\dagger=\sum_ke^{-k\Delta\tau}c_k^\dagger$ be its evolved form. From $[\rho_q,c_k^\dagger]=c_{k-q}^\dagger$ and its partners,
\begin{equation}
[\rho_q,\psi_\tau^\dagger]=y^q\psi_\tau^\dagger,\quad
[\rho_q^\dagger,\psi_\tau^\dagger]=y^{-q}\psi_\tau^\dagger,\quad
[\rho_q,\psi]=[\rho_q^\dagger,\psi]=-\psi .
\end{equation}
At $\tau=0$ the first two are equal, so $[S,\psi^\dagger]=0$ and $e^{-S}\psi^\dagger|0\rangle=\psi^\dagger e^{-S}|0\rangle$. Hence
\begin{equation}
F(\tau)=\langle0|\psi e^{-H_f\tau}\psi^\dagger|0\rangle
=Z^2\langle0|e^X\,\psi\psi_\tau^\dagger\,e^Y|0\rangle .
\end{equation}
If $[X,B]=\beta B$ with $\beta$ a number, then $e^XB=e^{\beta}Be^X$. Moving $e^X$ to the right past $\psi$ gives $e^{a\sum1/q}$, and past $\psi_\tau^\dagger$ it gives $e^{-a\sum y^q/q}$; together they make $e^{a\Lambda}$. Exchanging $e^X$ with $e^Y$ gives $e^{[X,Y]}$, after which $e^X|0\rangle=|0\rangle$. Moving $e^Y$ to the left past $\psi_\tau^\dagger$ gives $e^{a\sum1/q}$, and past $\psi$ it gives $e^{-a\sum y^q/q}$, a second factor $e^{a\Lambda}$; then $\langle0|e^Y=\langle0|$. What remains is the free electron, which can enter only empty levels:
\begin{equation}
F=e^{(2a-a^2)\Lambda}\sum_{k\ge1}e^{-k\Delta\tau}
\;\xrightarrow{\ \Delta\to0\ }\;
\frac{e^{(2a-a^2)\Lambda}}{\Delta\tau}\ \propto\ \tau^{-(1-2a+a^2)}=\tau^{-(1-a)^2}.
\end{equation}
One $\Lambda$ serves both terms of the exponent only for a sharp cutoff. If the matrix elements carry a smooth factor $u_q$, the $a^2$ term contains $u_q^2$ and the $2a$ term contains $u_q$. For $u_q^2=e^{-q\Delta/\xi}$ the term $2a\Lambda$ has $2\xi$ in place of $\xi$, which multiplies $F$ by $2^{2a}$ at long times and leaves the power unchanged. The added electron brings unit charge to the hole, where the channel needs the charge $a$. The mismatch $1-a$ takes the place of $a$ in the power.

\subsection*{(c) The edge exponents}

By the golden rule, $A_l$ is a sum over final states of $H_f$ weighted by squared matrix elements. Its Laplace transform $\int_0^\infty A_l(\omega)e^{-\omega\tau}d\omega$ is therefore the response in imaginary time, with the threshold energy removed. The channels are independent, so their responses multiply and their powers add. One channel receives the photoelectron; the others feel the hole alone:
\begin{align}
x_l&=\Bigl(1-\frac{\delta_l}{\pi}\Bigr)^2-\Bigl(\frac{\delta_l}{\pi}\Bigr)^2
+2\sum_{l'}(2l'+1)\Bigl(\frac{\delta_{l'}}{\pi}\Bigr)^2\nonumber\\
&=1-\frac{2\delta_l}{\pi}+2\sum_{l'}(2l'+1)\Bigl(\frac{\delta_{l'}}{\pi}\Bigr)^2 .
\end{align}
The subtraction in the first line removes the receiving channel from the full sum. For $x>0$,
\begin{equation}
\int_0^\infty\omega^{x-1}e^{-\omega\tau}\,d\omega=\Gamma(x)\,\tau^{-x},
\end{equation}
so a threshold power law that yields $\tau^{-x}$ at long times is $A\propto\omega^{x-1}$, and $\alpha_l=1-x_l$:
\begin{equation}
\alpha_l=\frac{2\delta_l}{\pi}-2\sum_{l'}(2l'+1)\Bigl(\frac{\delta_{l'}}{\pi}\Bigr)^2 .
\end{equation}
This is the Mahan--Nozi\`eres--De Dominicis exponent. With $\delta_0=\pi/2$ and the other phase shifts zero,
\begin{align}
\alpha_0&=1-2\cdot\tfrac14=+\tfrac12, & A_0&\propto\omega^{-1/2},\\
\alpha_1&=0-2\cdot\tfrac14=-\tfrac12, & A_1&\propto\omega^{+1/2}.
\end{align}
Absorption into s waves diverges at threshold, and absorption into p waves vanishes there. The label $l$ belongs to the photoelectron: the s channel is reached from a p core level (the L$_{2,3}$ edge), the p channel from an s core level (the K edge).

The term $2\delta_l/\pi$ is the gain from attracting the photoelectron to the hole. The quadratic sum is the orthogonality loss, shared by all final channels. In the s channel the gain of 1 exceeds the loss of $1/2$; a p electron has no gain to set against the loss. Without the hole potential both exponents would be zero and each edge would be a step.

\subsection*{(d) Other numbers of spin species}

Neutrality now reads $M\delta_0/\pi=1$, so $a=1/M$. One species receives the s electron and $M-1$ do not:
\begin{equation}
x_0=\Bigl(1-\frac1M\Bigr)^2+\frac{M-1}{M^2}=1-\frac1M,\qquad
x_1=1+M\,\frac1{M^2}=1+\frac1M .
\end{equation}
Hence $\alpha_0=1/M$ and $\alpha_1=-1/M$, and the exponents $\pm\frac12$ are the case $M=2$.

For $M=1$ the s response has $x_0=0$ and tends to a constant. A constant is the Laplace transform of a sharp line at threshold, not of a power law. The added electron is then itself the whole screening charge, and no mismatch is left to shake up the sea. The p edge becomes linear in $\omega$. For $M\to\infty$ each species is scattered weakly, both exponents tend to zero and the steps return.

\subsection*{(e) Comparison with a strongly scattering chain}

The derivation used equally spaced levels and one phase shift. A half-infinite chain with hopping $-t$ has neither property. It stands for the radial motion in one channel, and the hole is a potential $V$ on its first site. Outside the hole $\psi_j=\sin(kj+\delta)$ and $E=-2t\cos k$. The equation at site 1, $V\psi_1-t\psi_2=E\psi_1$, combined with $E\psi_1=-t(\psi_2+\psi_0)$, gives $V\psi_1=-t\psi_0$, or
\begin{equation}
\tan\delta=-\frac{V\sin k}{t+V\cos k}.
\end{equation}
At $E_F=-t$ one has $k=\pi/3$, and $V=-2t$ makes the denominator vanish: $\delta=\pi/2$. This potential also binds a state at $-2.5t$, below the band bottom at $-2t$. At the lowest threshold that state is filled.

The responses $G$ and $F$ were computed from many-electron determinants for 1999 sites and 666 electrons per spin. The power follows from
\begin{equation}
x(\tau)=\frac{\ln F(4\tau)-3\ln F(2\tau)+2\ln F(\tau)}{\ln2},
\end{equation}
in which a constant factor and a threshold factor $e^{-E\tau}$ cancel. On this chain the leading correction to $x(\tau)$ behaves as $(\ln\tau)/\tau$. Taking $2x(2\tau)-x(\tau)$ at $\tau=15/t$ reduces it to a remainder of order $1/\tau$.

\begin{center}
\begin{tabular}{rrrrrr}
$V/t$ & $\delta/\pi$ & $G$ power & $(\delta/\pi)^2$ & $F$ power & $(1-\delta/\pi)^2$\\
$-2.0$ & $0.500$ & $0.245$ & $0.250$ & $0.244$ & $0.250$\\
$-1.0$ & $0.333$ & $0.110$ & $0.111$ & $0.439$ & $0.444$\\
$0.5$ & $-0.106$ & $0.011$ & $0.011$ & $1.213$ & $1.224$
\end{tabular}
\end{center}

The tests required agreement within 0.03, and the largest difference is 0.010. The displaced charge, counted from the levels, agrees with $\delta/\pi$ to about $10^{-4}$ in all three cases. For a p electron on a chain with a centrifugal term and no hole potential, the power is 0.998 against the expected 1. At $V=-2t$ these values combine to
\begin{align}
\alpha_0&=1-(0.2442+0.2446)=0.511,\\
\alpha_1&=1-(0.9978+2\times0.2446)=-0.487 .
\end{align}
They lie within 0.013 of $\pm\frac12$. The remainder comes from finite time and chain length. On an infinite chain at the same times the powers rise by about 0.001 at $V=-2t$, by up to 0.002 at $V=-t$ and by up to 0.005 at $V=0.5t$ (the $F$ power becomes 1.219), so the third decimal in the table is not converged. At $\tau=240/t$ on the infinite chain all six powers agree with the laws within 0.0005.

\subsection*{(f) A sodium-like metal}

Take free electrons with the round value $r_s=4$ bohr, close to that of sodium. One electron per volume $4\pi r_s^3/3$ and $n=k_F^3/3\pi^2$ give $k_F=(9\pi/4)^{1/3}/r_s=0.480$ bohr$^{-1}$. In atomic units $E_F=k_F^2/2=0.115$ hartree, or 3.13 eV. If the power law is matched to a one-electron step at $\omega=E_F$, the factors relative to that step are
\begin{align}
\omega=0.1\ \text{eV}:&\quad (3.13/0.1)^{1/2}=5.60\ \text{(s)},\qquad (0.1/3.13)^{1/2}=0.179\ \text{(p)},\\
\omega=0.4\ \text{eV}:&\quad 2.80\ \text{(s)},\qquad 0.357\ \text{(p)}.
\end{align}
The absolute factors depend on this matching. The response in (b) with $\xi=E_F$ and one common $\Lambda$ contains a further factor $1/\Gamma(x_l)$, which near threshold multiplies the s values by $0.56$ and the p values by $1.13$. The form of the cutoff matters as much: with the exponential cutoff on the potential, the extra factor $2^{2a}=2$ turns the s factor into $1.13$. The change between the two energies does not depend on such constants: the leading power law gives a factor 2 down for s and 2 up for p.

\paragraph{Broadening.}
The power laws, cut off at $\omega=E_F$, were folded with a Lorentzian for the hole lifetime (rough half-widths 0.01 eV for the 2p hole and 0.15 eV for the 1s hole) and with a Gaussian for phonons (rough full width 0.15 eV). As an estimate of temperature, they were folded with the derivative of the Fermi function at 300 K, where $k_BT=0.026$ eV. Each effect was taken alone.

At 0.1 eV the s edge rises by 13\% from phonons and 9\% from the thermal folding; at 0.4 eV the changes are 1\% or less. The thermal folding is exact only for a step ($x=1$) and overestimates the effect on the s edge. In the many-electron response at temperature $T$, the real-time power $t^{-x}$ becomes $(\pi k_BT/\sinh\pi k_BTt)^x$; with $x=\frac12$ this gives a rise of 5\% at 0.1 eV. Lifetime changes the s edge by less than 1\% at both energies. For the p edge the cutoff matters, because the Lorentzian tails reach far up the rising power law. With the cutoff the changes are $+1\%$ at 0.1 eV and $-8\%$ at 0.4 eV. Without it, the folded law for half-width $\gamma$ is $\mathrm{Re}\,(\omega+i\gamma)^{1/2}$, which reduces at $\gamma=0$ to $\omega^{1/2}$ above threshold and to zero below. The changes are then $+18\%$ and $+2\%$. The change at 0.4 eV thus depends, even in its sign, on how the absorption continues above $\omega=E_F$, which the threshold theory does not tell. Between the two energies the folded p edge grows by $2\times0.923/1.010=1.83$ with the cutoff and by $2\times1.017/1.184=1.72$ without it. With lifetime broadening alone, the apparent power is $\ln1.83/\ln4=0.44$ or $\ln1.72/\ln4=0.39$, instead of $0.5$. Phonon and thermal broadening lower the p edge more at 0.1 eV than at 0.4 eV and so act the other way.

\paragraph{Spin--orbit splitting.}
The 2p level is split by roughly 0.17 eV. The L$_2$ edge starts from two core states and the L$_3$ edge from four. At 0.4 eV above the L$_3$ threshold their ratio is
\begin{equation}
\tfrac12\,(0.23/0.4)^{-1/2}=0.66 .
\end{equation}
At this energy it far exceeds the changes of the s edge due to broadening. A single power law must be sought below the L$_2$ onset, where phonon and thermal broadening are strong, or the two edges must be fitted together.

\paragraph{Energy dependence of the phase shift.}
On the chain with $V=-2t$, let $t$ stand for 3.13 eV, so that the Fermi energy above the band bottom is matched. The phase shift then falls from 1.571 to 1.500 rad at 0.4 eV above $E_F$. Inserted in the exponent formula, this gives $\alpha_0=0.499$ and $\alpha_1=-0.456$. The first hardly moves because $\alpha_0=2a-2a^2$ has its maximum at $a=\frac12$. This gauges only the phase shift in the formula. The slope of the spectrum also contains corrections to the power law, of relative order $\omega/E_F$ up to a logarithm, and for the s edge they are larger. To first order, the $1/\tau$ and $(\ln\tau)/\tau$ terms of this chain lower the s edge by roughly 5\% at 0.1 eV and 15\% at 0.4 eV, so that the apparent exponent between the two energies is near 0.58. These sizes belong to the chain and would differ for another band.

\paragraph{Screening by p waves.}
The exponents, above all $\alpha_1$, are sensitive to the assumption of pure s-wave screening. If p waves carry a share $f$ of the charge, the sum rule gives $\delta_0=(1-f)\pi/2$ and $\delta_1=f\pi/6$, so that
\begin{align}
\alpha_0&=(1-f)-\tfrac12(1-f)^2-\tfrac16f^2,\\
\alpha_1&=\tfrac13f-\tfrac12(1-f)^2-\tfrac16f^2 .
\end{align}
For $f=0.2$ these are $0.473$ and $-0.260$; for $f=0.4$ they are $0.393$ and $-0.073$. Setting $\alpha_1=0$ and multiplying by $-6$ gives $4f^2-8f+3=0$, whose root below one is $f=\frac12$. At that share the K edge is a step again, and for somewhat larger $f$ it diverges.

The divergence of the s edge is thus robust against a moderate p share, while the square-root onset of the p edge is not. The share in sodium has not been computed here, so $\pm\frac12$ are the exponents of the limiting model and not values for the metal. Exchange between the photoelectron and the hole is also left out and has not been estimated. Most of the computed values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
s phase shift from Friedel rule: 1.5708 rad
excitonic gain 2 d0/pi: 1.000
orthogonality loss 2 (d0/pi)^2: 0.500
alpha_0 = 0.500, alpha_1 = -0.500
Fock-space check, difference in power: 3.8e-13
chain: 1999 sites, 666 electrons per spin, E_F = -1.0 t
chain times (hbar/t): [15.0, 30.0, 60.0, 120.0]
V/t | d/pi | displaced charge | hole power, law | added-e power, law
-2.0 | 0.5000 | 0.5001 | 0.2446, 0.2500 | 0.2442, 0.2500
-1.0 | 0.3333 | 0.3334 | 0.1096, 0.1111 | 0.4389, 0.4444
 0.5 | -0.1061 | -0.1061 | 0.0112, 0.0113 | 1.2134, 1.2236
lowest level at V = -2 t: -2.5000 t (band bottom -2 t)
p-electron power on chain: 0.9978 (law 1)
chain alpha_0 = 0.5112, alpha_1 = -0.4870
example: r_s = 4.0 bohr, E_F = cutoff = 3.132 eV
w = 0.1 eV: s factor 5.596, p factor 0.179 (step = 1)
w = 0.4 eV: s factor 2.798, p factor 0.357 (step = 1)
rough half-widths: 2p 0.01 eV, 1s 0.15 eV
rough phonon FWHM 0.15 eV; kT at 300 K = 0.0259 eV
folded / unfolded absorption: lifetime, phonon, thermal
w = 0.1 eV, s edge: 0.996, 1.128, 1.093
w = 0.1 eV, p edge: 1.010, 0.937, 0.967
w = 0.4 eV, s edge: 0.999, 1.010, 1.005
w = 0.4 eV, p edge: 0.923, 0.997, 0.998
rough 2p spin-orbit splitting: 0.17 eV
L2/L3 absorption at 0.4 eV above L3 threshold: 0.659
chain phase shift 0.4 eV above E_F: 1.5000 rad
alpha_0, alpha_1 with that shift: 0.499, -0.456
p share 0.2: alpha_0 = 0.473, alpha_1 = -0.260
p share 0.4: alpha_0 = 0.393, alpha_1 = -0.073
p share at which alpha_1 = 0: 0.500
\end{verbatim}
